# Half-turn precession time for voltage-controlled magnetic switching: a program that tests the result

```python
"""
Result under test: a moment freed from its anisotropy by a voltage pulse
makes a half turn about a static field B in the time
    t_half = pi / (gamma B),   gamma = g mu_B / hbar.
Symbols: m = unit vector along the magnetic moment, B along x,
B_k = net perpendicular anisotropy field (zero during the pulse),
alpha = Gilbert damping. Times in ns, fields in T inside the program.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

g_factor = 2.0
field = 0.050
anisotropy_field = 0.200
damping = 0.02
mu_B = const.physical_constants["Bohr magneton"][0]
gamma = g_factor * mu_B / const.hbar * 1e-9      # rad / (ns T)
omega = gamma * field                            # rad / ns
t_half = np.pi / omega                           # ns


def cross_matrix(v):
    return np.array([[0.0, -v[2], v[1]],
                     [v[2], 0.0, -v[0]],
                     [-v[1], v[0], 0.0]])


def velocity(t, m, b_k, alpha):
    """Solve dm/dt = -gamma m x B_eff + alpha m x dm/dt for dm/dt."""
    m_cross = cross_matrix(m)
    b_eff = np.array([field, 0.0, b_k * m[2]])
    return np.linalg.solve(np.eye(3) - alpha * m_cross,
                           -gamma * m_cross @ b_eff)


def evolve(m, duration, b_k, alpha, events=None):
    return solve_ivp(velocity, (0.0, duration), m, method="DOP853",
                     args=(b_k, alpha), rtol=1e-10, atol=1e-12,
                     max_step=0.02, events=events)


def half_turn_event(t, m, b_k, alpha):
    return m[1]


half_turn_event.direction = 1.0   # m_y goes negative first, then returns

# Starting state: numerical energy minimum against the tilt formula
energy = lambda tilt: (-field * np.sin(tilt)
                       - 0.5 * anisotropy_field * np.cos(tilt)**2)
tilt = minimize_scalar(energy, bounds=(0.0, np.pi / 2), method="bounded",
                       options={"xatol": 1e-10}).x
mx0 = field / anisotropy_field
mz0 = np.sqrt(1.0 - mx0**2)
assert abs(np.sin(tilt) - mx0) < 1e-6
start = np.array([mx0, 0.0, mz0])
reversed_state = np.array([mx0, 0.0, -mz0])

# Half-turn time from integrating the torque equation
run = evolve(start, 0.5, 0.0, 0.0, half_turn_event)
t_classical = run.t_events[0][0]
assert abs(t_classical / t_half - 1.0) < 1e-7

# Half-turn time from quantum evolution of a spin 1/2
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
hamiltonian = 0.5 * g_factor * mu_B * field * sigma[0]   # joule
# lowest eigenvector of m.sigma has its spin opposite to the moment
spinor0 = np.linalg.eigh(np.einsum("i,ijk->jk", start, sigma))[1][:, 0]


def quantum_moment(t_ns):
    psi = expm(-1j * hamiltonian * t_ns * 1e-9 / const.hbar) @ spinor0
    return np.array([-(psi.conj() @ s @ psi).real for s in sigma])


t_quantum = brentq(lambda t: quantum_moment(t)[1], 0.2, 0.5, xtol=1e-13)
assert abs(t_quantum / t_half - 1.0) < 1e-9
assert np.allclose(quantum_moment(t_quantum), reversed_state, atol=1e-9)
for t in (0.05, 0.13, 0.29, 0.44):
    formula = [mx0, -mz0 * np.sin(omega * t), mz0 * np.cos(omega * t)]
    assert np.allclose(quantum_moment(t), formula, atol=1e-9)
    assert np.allclose(evolve(start, t, 0.0, 0.0).y[:, -1], formula,
                       atol=1e-7)

# Without a pulse the moment stays; after a half turn it rests reversed;
# after a full turn it is back at the start
no_pulse = evolve(start, 2.0, anisotropy_field, 0.0).y[:, -1]
assert np.allclose(no_pulse, start, atol=1e-7)
after_half = evolve(start, t_half, 0.0, 0.0).y[:, -1]
later = evolve(after_half, 2.0, anisotropy_field, 0.0).y
assert np.max(np.abs(later - reversed_state[:, None])) < 1e-6
after_full = evolve(start, 2.0 * t_half, 0.0, 0.0).y[:, -1]
assert np.allclose(after_full, start, atol=1e-7)

# Pulse too long by ten per cent
ratio_late = evolve(start, 1.1 * t_half, 0.0, 0.0).y[2, -1] / mz0
assert abs(ratio_late - np.cos(1.1 * np.pi)) < 1e-7

# Damping: time of the half turn and lean towards the field
damped = evolve(start, 0.5, 0.0, damping, half_turn_event)
t_damped = damped.t_events[0][0]
mx_damped = damped.y_events[0][0][0]
assert abs(t_damped / (t_half * (1.0 + damping**2)) - 1.0) < 1e-7
assert abs(mx_damped - np.tanh(np.arctanh(mx0) + damping * np.pi)) < 1e-7
pulse_end = evolve(start, t_half, 0.0, damping).y[:, -1]
settled = evolve(pulse_end, 20.0, anisotropy_field, damping).y[:, -1]
assert np.allclose(settled, reversed_state, atol=1e-3)

print(f"g factor                              {g_factor:.1f}")
print(f"static field B                        {field * 1e3:.1f} mT")
print(f"anisotropy field B_k outside pulse    {anisotropy_field*1e3:.1f} mT")
print(f"damping alpha                         {damping:.2f}")
print(f"Bohr magneton                         {mu_B:.5e} J/T")
print(f"hbar                                  {const.hbar:.5e} J s")
print(f"gamma                                 {gamma * 1e9:.5e} rad/(s T)")
print(f"gamma / 2 pi                          {gamma/(2*np.pi):.3f} GHz/T")
print(f"angular frequency omega               {omega:.4f} rad/ns")
print(f"turn frequency                        {omega/(2*np.pi):.4f} GHz")
print(f"full-turn time                        {2 * t_half:.4f} ns")
print(f"half-turn time, formula               {t_half:.4f} ns")
print(f"half-turn time, torque equation       {t_classical:.4f} ns")
print(f"half-turn time, quantum spin          {t_quantum:.4f} ns")
print(f"starting tilt from z                  {np.degrees(tilt):.2f} degrees")
print(f"starting m_x                          {start[0]:.4f}")
print(f"starting m_z                          {start[2]:.4f}")
print(f"m_z after half-turn pulse             {after_half[2]:.4f}")
print(f"m_z after full-turn pulse             {after_full[2]:.4f}")
print(f"m_z/m_z0, pulse 10 percent too long   {ratio_late:.4f}")
print(f"half-turn time with damping           {t_damped:.4f} ns")
print(f"relative delay from damping           {t_damped/t_half - 1:.1e}")
print(f"m_x after damped half turn            {mx_damped:.4f}")
print(f"m_z 20 ns after damped pulse          {settled[2]:.4f}")
print("PASS")
```

Output:

```
g factor                              2.0
static field B                        50.0 mT
anisotropy field B_k outside pulse    200.0 mT
damping alpha                         0.02
Bohr magneton                         9.27401e-24 J/T
hbar                                  1.05457e-34 J s
gamma                                 1.75882e+11 rad/(s T)
gamma / 2 pi                          27.992 GHz/T
angular frequency omega               8.7941 rad/ns
turn frequency                        1.3996 GHz
full-turn time                        0.7145 ns
half-turn time, formula               0.3572 ns
half-turn time, torque equation       0.3572 ns
half-turn time, quantum spin          0.3572 ns
starting tilt from z                  14.48 degrees
starting m_x                          0.2500
starting m_z                          0.9682
m_z after half-turn pulse             -0.9682
m_z after full-turn pulse             0.9682
m_z/m_z0, pulse 10 percent too long   -0.9511
half-turn time with damping           0.3574 ns
relative delay from damping           4.0e-04
m_x after damped half turn            0.3079
m_z 20 ns after damped pulse          -0.9682
PASS
```
